# Split-off states of a Newns-Anderson adsorbate on a semi-elliptic band

## Problem

An adsorbate orbital $|a\rangle$ of energy $\varepsilon_a$ is coupled to the states $|k\rangle$ of a substrate band by matrix elements $V_k$. The orbitals are orthonormal, and electron repulsion enters only through the value given to $\varepsilon_a$. For one spin,

$$H=\varepsilon_a|a\rangle\langle a|+\sum_k\varepsilon_k|k\rangle\langle k|+\sum_k\big(V_k|a\rangle\langle k|+V_k^*|k\rangle\langle a|\big).$$

Energies are measured from the band centre. With $V^2=\sum_k|V_k|^2$, the coupling-weighted density of band states is the semi-ellipse

$$\rho(\varepsilon)=\frac1{V^2}\sum_k|V_k|^2\delta(\varepsilon-\varepsilon_k)=\frac{2}{\pi B^2}\sqrt{B^2-\varepsilon^2},\qquad |\varepsilon|\le B.$$

1. Find the couplings at which a bonding state leaves the bottom of the band and an antibonding state leaves its top. Do the two leave together?
2. Find the energies of these states, the adsorbate weight each carries, and the weight left in the band.
3. Examine the weights just above threshold and at strong coupling.
4. Evaluate the results for $B=1.5$ eV, $\varepsilon_a=-0.5$ eV, $V=2.0$ eV, with the Fermi level 3.5 eV above the band centre. These are rough values in the regime of atomic oxygen on copper, the band standing for the copper d band. Estimate the main effects that the model neglects.

## Solution

### The equation for the adsorbate

Let $c_a$ and $c_k$ be the amplitudes of an eigenstate of energy $E$. The Schrödinger equation reads

$$(E-\varepsilon_a)c_a=\sum_kV_kc_k,\qquad (E-\varepsilon_k)c_k=V_k^*c_a .$$

Outside the band $E-\varepsilon_k$ cannot vanish. We may therefore solve the second equation for $c_k$ and insert it in the first. A state with $c_a\neq0$ requires

$$F(E)\equiv E-\varepsilon_a-V^2g(E)=0,\qquad g(E)=\int_{-B}^{B}\frac{\rho(\varepsilon)\,d\varepsilon}{E-\varepsilon}.$$

The adsorbate Green function is $G_a=1/F$.

To find $g$, put $\varepsilon=B\cos\theta$, so that $\rho\,d\varepsilon$ becomes $(2/\pi)\sin^2\theta\,d\theta$ on $0<\theta<\pi$. Write the energy as

$$E=\frac B2\Big(x+\frac1x\Big),\qquad |x|>1,\qquad z=\frac1x .$$

Then $E-B\cos\theta=(B/2z)(1-2z\cos\theta+z^2)$, and

$$g=\frac{4}{\pi B}\int_0^\pi\sin\theta\;\frac{z\sin\theta}{1-2z\cos\theta+z^2}\,d\theta .$$

For real $z$ the fraction is the imaginary part of the geometric series $\sum_{n\ge1}(ze^{i\theta})^n$, which is $\sum_n z^n\sin n\theta$. Orthogonality of the sines keeps the term $n=1$, whose integral is $\pi z/2$. Hence

$$g=\frac{2z}{B}=\frac{2}{Bx}.$$

Both sides are analytic in $z$ for $|z|<1$, so the result also holds for complex energies.

Inside the band we approach the real axis from above. With $x=re^{i\varphi}$ and $r\to1^+$, the imaginary part of $E$ is $(B/2)(r-1/r)\sin\varphi$. It is positive for $0<\varphi<\pi$. Thus $1/x\to e^{-i\varphi}$ with $\cos\varphi=E/B$, and

$$g(E+i0)=\frac{2}{B^2}\Big(E-i\sqrt{B^2-E^2}\Big),\qquad |E|<B .$$

The adsorbate density in the band, $\rho_a=-\mathrm{Im}\,G_a/\pi$, is therefore

$$\rho_a(E)=\frac1\pi\,\frac{\Delta}{\big[E(1-2V^2/B^2)-\varepsilon_a\big]^2+\Delta^2},\qquad \Delta(E)=\frac{2V^2}{B^2}\sqrt{B^2-E^2}.$$

### 1. The two thresholds

Outside the band,

$$F'(E)=1+V^2\int\frac{\rho(\varepsilon)\,d\varepsilon}{(E-\varepsilon)^2}>0 .$$

Above the band $F$ rises from $F(B)$ to $+\infty$, so it has one root if $F(B)<0$ and none otherwise. At the edge $x=1$ and $g(B)=2/B$, which gives $F(B)=B-\varepsilon_a-2V^2/B$. The antibonding state exists when

$$V^2>\frac{B(B-\varepsilon_a)}2 .$$

Below the band $F$ rises from $-\infty$ to $F(-B)=-B-\varepsilon_a+2V^2/B$, which must be positive. The bonding state exists when

$$V^2>\frac{B(B+\varepsilon_a)}2 .$$

The states leave together, at $V=B/\sqrt2$, only if $\varepsilon_a=0$. A level below the centre splits off its bonding state first, because it starts nearer to the lower edge. If the level lies outside the band, the condition on its own side has a negative right-hand side, and that state is outside at every coupling.

At equality the root sits on the edge and is not a bound state. Near the edge the integral in $F'$ behaves as $\int\eta^{1/2}\eta^{-2}d\eta$, where $\eta$ is the distance from the edge. It diverges, so the state cannot be normalized.

The thresholds depend on the soft, square-root edge of the band. For a rectangular band of half-width $R$,

$$g(E)=\frac1{2R}\ln\frac{E+R}{E-R},$$

which diverges at both edges. Then $F\to-\infty$ at the top and $+\infty$ at the bottom, and both states split off for any nonzero $V$.

### 2. Energies and weights

Define $e=\varepsilon_a/B$ and $\lambda=4V^2/B^2$. Inserting $E$ and $g$ in $F=0$ gives

$$\frac B2\Big(x+\frac1x\Big)-\varepsilon_a-\frac{2V^2}{Bx}=0 .$$

Multiplication by $2x/B$ turns this into

$$x^2-2ex+1-\lambda=0,\qquad x_\pm=e\pm s,\qquad s=\sqrt{e^2+\lambda-1}.$$

The derivation assumed $|x|>1$, so other roots are discarded. The antibonding state is $x_+>1$ and the bonding state is $x_-<-1$. The alternative $x_->1$ would put both roots above the band, which the monotonic $F$ forbids; $x_+<-1$ is excluded in the same way. The energies are

$$E_\pm=\frac B2\Big(x_\pm+\frac1{x_\pm}\Big).$$

For the weight $Z=|c_a|^2$, use $c_k=V_k^*c_a/(E-\varepsilon_k)$ in the normalization:

$$1=Z\Big[1+\sum_k\frac{|V_k|^2}{(E-\varepsilon_k)^2}\Big]=Z\,[1-V^2g'(E)].$$

The derivative follows from the parametrization:

$$g'(E)=\frac{dg/dx}{dE/dx}=\frac{-2/(Bx^2)}{(B/2)(1-1/x^2)}=-\frac{4}{B^2}\,\frac1{x^2-1}.$$

Hence $Z=(x^2-1)/(x^2-1+\lambda)$. The quadratic gives $\lambda=x^2-2ex+1$, so the denominator is $2x(x-e)=\pm2sx$, and

$$Z_\pm=\frac{x_\pm-1/x_\pm}{\pm2s}.$$

When both states exist, their sum is

$$Z_++Z_-=\frac{(x_+-x_-)-(1/x_+-1/x_-)}{2s}.$$

Here $x_+-x_-=2s$. Since $x_+x_-=1-\lambda$, the second bracket is $-2s/(1-\lambda)=2s/(\lambda-1)$. Therefore

$$Z_++Z_-=1-\frac1{\lambda-1}=\frac{\lambda-2}{\lambda-1}.$$

The adsorbate weights of all eigenstates add up to one, so the band keeps

$$Z_{\rm band}=\frac1{\lambda-1}=\frac{B^2}{4V^2-B^2}.$$

The level position has dropped out. It decides how the split-off weight is shared between the two states, but not its total. This holds once both states are outside; with only one outside, the band keeps $1-Z$ of that state.

### 3. Near threshold and at strong coupling

Take $\varepsilon_a<B$, let $V_c$ be the antibonding threshold and set $\delta=\lambda-2(1-e)=4(V^2-V_c^2)/B^2$. Then $s^2=(1-e)^2+\delta$, and to first order in $\delta$

$$x_+-1=s-(1-e)\simeq\frac{\delta}{2(1-e)} .$$

In the weight, $x-1/x\simeq2(x-1)$ and $s\simeq1-e$. In the energy, $E-B=(B/2)(x-1)^2/x$. To leading order, which requires $\delta\ll(1-e)^2$ and $\delta\ll1-e$ (a narrow range when the level lies just inside the edge),

$$Z_+\simeq\frac{2(V^2-V_c^2)}{(B-\varepsilon_a)^2},\qquad E_+-B\simeq\frac{2(V^2-V_c^2)^2}{B(B-\varepsilon_a)^2}.$$

The weight starts from zero and grows linearly in $V^2-V_c^2$, while the state leaves the edge quadratically. A newly split state is thus mostly substrate in character. The bonding state follows on replacing $\varepsilon_a$ by $-\varepsilon_a$ and measuring its distance below $-B$.

At threshold the square bracket in $\rho_a$ vanishes linearly at $E=B$, so $\Delta^2$ dominates the denominator and

$$\rho_a(E)\simeq\frac1{\pi\Delta}=\frac{B^2}{2\pi V_c^2\sqrt{B^2-E^2}} .$$

This divergence is integrable. For the example below, the adsorbate weight in the top tenth of the band grows from 0.035 at $V^2=V_c^2/2$ to 0.15 at threshold and falls again beyond it.

For $\lambda\gg1$ and $\lambda\gg e^2$, $x_\pm\simeq e\pm\sqrt\lambda$, so $E_\pm\simeq\varepsilon_a/2\pm V$ and both weights tend to $1/2$. This is the limit of a two-level molecule, in which the band acts as one orbital at its centre. At finite $V$ the levels lie farther out than in that molecule. Expanding $g$ in the moments of the symmetric band gives

$$g(E)=\frac1E+\frac{B^2}{4E^3}+\dots,$$

where all terms have the sign of $E$. The repulsion therefore exceeds that of a single orbital.

### 4. Numbers for the example

The thresholds are

$$V_{\rm bond}=\sqrt{\frac{1.5\times1.0}{2}}=0.866\ {\rm eV},\qquad V_{\rm anti}=\sqrt{\frac{1.5\times2.0}{2}}=1.225\ {\rm eV}.$$

The coupling of 2.0 eV exceeds both. With $e=-0.3333$ and $\lambda=16/2.25=7.1111$,

$$s=\sqrt{0.1111+6.1111}=2.4944,\qquad x_+=2.1611,\qquad x_-=-2.8278 .$$

The antibonding state has

$$E_+=0.75\,(2.1611+0.4627)=1.968\ {\rm eV},\qquad Z_+=\frac{2.1611-0.4627}{4.9888}=0.340,$$

and the bonding state has

$$E_-=-0.75\,(2.8278+0.3536)=-2.386\ {\rm eV},\qquad Z_-=\frac{2.8278-0.3536}{4.9888}=0.496 .$$

Together they carry 0.836 of the orbital, and the band keeps $1/6.1111=0.164$. The two-level molecule would give $-2.266$ and 1.766 eV, closer in, as derived above.

The coupling alone is varied in this table.

| $V$ (eV) | $E_-$ (eV) | $Z_-$ | $E_+$ (eV) | $Z_+$ | in band |
|---|---|---|---|---|---|
| 0.5 | none | – | none | – | 1.000 |
| 1.0 | −1.545 | 0.261 | none | – | 0.739 |
| 1.5 | −1.931 | 0.459 | 1.597 | 0.207 | 0.333 |
| 2.0 | −2.386 | 0.496 | 1.968 | 0.340 | 0.164 |
| 3.0 | −3.343 | 0.512 | 2.877 | 0.421 | 0.067 |

The bonding weight passes $1/2$ between the last two rows. Substituting $x_-=e-s$ in $Z_-$ gives

$$Z_--\frac12=\frac{-e+1/x_-}{2s},$$

which is positive for this negative $e$ when $|x_-|>1/|e|=3$. At 2.0 eV $|x_-|$ is 2.83, just short of that value. At larger coupling the bonding state favours the adsorbate, as it does in a molecule whose adsorbate level is the lower one.

Diagonalizing the level with 600 discrete band states, for $V=0.5$, 1.0 and 2.0 eV, reproduces the number of split-off states, their energies within $10^{-7}$ eV and their weights within $10^{-6}$. The threshold laws were compared with a numerical root at $V^2=1.005V_c^2$. The weight is 0.00372 against 0.00375 from the law, and the rise above the edge is 18.6 against 18.8 µeV.

### The model beside the real surface

Relative to the Fermi level, the states lie at $-5.89$ and $-1.53$ eV, one on each side of a model d band that extends from $-5.0$ to $-2.0$ eV. Both are filled. In this model, once every state is filled, the coupling gives no one-electron energy gain, because the sum of all eigenvalues is the trace of $H$, which does not contain $V$. A filled antibonding state thus cancels the covalent gain from the d band. What remains in the model is the gain from moving electrons from the Fermi level into a level 4 eV below it, which does not depend on $V$. The binding of oxygen to real copper must then involve this charge transfer and the sp band, neither of which the model treats beyond the value given to $\varepsilon_a$. The estimates below use rough inputs and take the effects one by one, except that the estimate for the repulsion also needs the sp tail.

**The sp band.** Let it add a constant half-width $\Delta_{sp}=0.5$ eV to the level. Near a split-off state $G_a\simeq Z/(E-E_\pm+iZ\Delta_{sp})$, so the state becomes a resonance of full width $2Z\Delta_{sp}$. This gives 0.50 eV for the bonding and 0.34 eV for the antibonding state; the widths read from the full density agree within 1 meV. The distances to the band edges, 0.89 and 0.47 eV, exceed the half-widths, so the peaks remain separate. A constant half-width stands for an infinitely wide sp band. Semi-elliptic sp bands 15 to 24 eV wide, centred 2 to 6 eV above the d-band centre and giving the same half-width at the level, also shift the level. They lower the bonding peak by about 0.2 eV and the antibonding one by less than 0.1 eV, and reduce the hole count below from 0.050 to between 0.033 and 0.046. On a real metal "split off" means separated from the d band, not free of all continua.

**Electron repulsion.** The sp tail leaves 0.050 hole per spin-orbital above the Fermi level. If $\varepsilon_a$ was set for a full shell and the repulsion is $U=4$ eV, the holes lower it by 0.20 eV for one other spin-orbital. For all five others in a p shell, taken alike, the drop is 0.99 eV. This first-order figure is on the high side, since a lower level has a smaller tail and fewer holes; solved self-consistently, the drop is 0.79 eV and the bonding state moves by 0.44 eV. With the full drop the states move to $-2.95$ and 1.70 eV, and the antibonding threshold rises to 1.50 eV. Both states survive, but the antibonding one is now only 0.20 eV from the band. Its weight has fallen to 0.20, so with the same $\Delta_{sp}$ its half-width is about 0.10 eV. The bonding state moves by 0.56 eV, the largest level shift estimated here.

**Vibration.** Take a coupling that falls as the bond length to the power 3.5, a bond of 0.19 nm and a vibrational quantum of 40 meV. At 500 K the rms amplitude of an oxygen atom is 0.0087 nm, and the coupling spreads by $2.0\times3.5\times0.0087/0.19=0.32$ eV. The levels spread by 0.30 eV (bonding) and 0.27 eV (antibonding). The power is an assumed value, and a coupling that falls more slowly with distance gives a smaller spread. This takes the full amplitude as a stretch of every bond, as for an atom directly above a single metal atom. At a hollow site the bonds are inclined to the motion, or some lengthen as others shorten, and the spread from the distance dependence is smaller; the change of bond angle adds a term not estimated here. For a sharp antibonding level thermal emptying is negligible, with a probability of about $4\times10^{-16}$; the sp tail, which reaches the Fermi level, raises this figure.

**Overlap.** An overlap of 0.1 with the band, positive where the coupling is negative, replaces $V^2$ by $(V+0.1E)^2$ in $F$. The states move to $-2.18$ and 2.15 eV, both up by about 0.2 eV. With overlap the sum of all eigenvalues depends on $V$ and rises by 0.40 eV, so the filled system is repelled.

**Band shape.** A rectangular band of equal variance has $R=\sqrt3B/2=1.299$ eV and gives $-2.383$ and 1.959 eV, within 10 meV of the semi-ellipse. Far from the band $g$ depends mainly on the lowest moments, which the two shapes share. Near threshold the shape matters. At $V=1.0$ eV the rectangle has an antibonding state 23 meV above its edge with weight 0.057, where the semi-ellipse has none.

The row $V=1.0$ eV describes an orbital coupled half as strongly. When the atom sits directly above a metal atom, a p orbital parallel to the surface is coupled more weakly than the perpendicular one, though the ratio need not be one half. At a hollow site, where oxygen usually sits on copper, a parallel orbital points partly toward its neighbours and its coupling need not be weak. The bonding state in this row lies only 0.045 eV below the band. With the same $\Delta_{sp}$ the estimate $Z\Delta_{sp}$ of its half-width is $0.26\times0.5=0.13$ eV. This exceeds the distance from the edge, so the estimate is only rough here. Outside the band the density is $\Delta_{sp}/[\pi(F^2+\Delta_{sp}^2)]$, which still peaks at $E_-$. The full density falls to half height 0.21 eV below the peak and 0.10 eV above it, the latter point lying inside the d band. It falls to half height before the edge only if $F(-B)>\Delta_{sp}$, that is $V^2>B(B+\varepsilon_a+\Delta_{sp})/2$, or $V>1.06$ eV here. A coupling above threshold is therefore not enough for a state that stands clear of the band.

## Calculated quantities

```
Energies from the band centre unless said otherwise
half-width B = 1.50 eV, level = -0.50 eV, V = 2.00 eV
Fermi level = 3.50 eV
bonding threshold V = 0.866 eV
antibonding threshold V = 1.225 eV
threshold for a centred level V = 1.061 eV
e = -0.3333, lambda = 7.1111, s = 2.4944
x_minus = -2.8278, x_plus = 2.1611
bonding: E = -2.386 eV, weight = 0.4959
antibonding: E = 1.968 eV, weight = 0.3404
from Fermi level: -5.89 and -1.53 eV
distance from band edges: 0.886 and 0.468 eV
split-off weight = 0.8364
in-band weight, integrated = 0.1636
two-level molecule: -2.266 and 1.766 eV
Table: V (eV) | bonding E (eV), weight | antibonding | in-band weight
0.5 | none | none | 1.0000
1.0 | -1.545, 0.2612 | none | 0.7388
1.5 | -1.931, 0.4593 | 1.597, 0.2073 | 0.3333
2.0 | -2.386, 0.4959 | 1.968, 0.3404 | 0.1636
3.0 | -3.343, 0.5124 | 2.877, 0.4209 | 0.0667
Near threshold, V^2 = 1.005 V_c^2: weight 0.00372, law 0.00375
  rise above edge 18.59 ueV, law 18.75 ueV
Neglected effects
sp half-width = 0.50 eV
  full widths: bonding 0.495, antibonding 0.341 eV
  2 Z x half-width: 0.496 and 0.340 eV
holes above Fermi level = 0.0496 per spin-orbital, U = 4.0 eV
  level lowered by 0.199 eV (one), 0.993 eV (five)
  antibonding threshold after five: 1.498 eV
  energies after five: bonding -2.950 eV, antibonding 1.701 eV
overlap 0.10: energies -2.184 and 2.154 eV
rectangular band, half-width 1.299 eV: -2.383 and 1.959 eV
  at V = 1.0 eV: antibonding 23.0 meV above its edge, weight 0.0570
vibration: T = 500 K, quantum 40 meV, bond 0.19 nm
  coupling falls as bond length to the power 3.5
  rms amplitude 0.0087 nm, coupling spread 0.320 eV
  energy spread: bonding 0.298, antibonding 0.265 eV
thermal hole probability, antibonding = 3.6e-16
```
